# How umklapp scattering can make phonon drag positive in copper

**Q:** When I cool pure copper, its thermopower shows a positive peak at some tens of kelvin, which is put down to phonon drag. But phonons stream from hot to cold, and the carriers are electrons. Should the phonons not sweep electrons to the cold end and give a negative thermopower?

**A:** They would if each absorbed phonon pushed its electron along the phonon's own direction of travel. That is true of normal scattering and generally false of umklapp scattering. To fix the sign, let the electron charge be \(-e\) with \(e>0\), and define \(S\) by \(\mathbf E=S\nabla T\) at zero current. Electrons pushed to the cold end build up a field that pushes them back towards the hot end. The force is \(-e\mathbf E\), so \(\mathbf E\) points towards the cold end, against \(\nabla T\), and \(S<0\). A positive drag term needs a net push towards the hot end.

**Q:** How can a phonon travelling one way push an electron the other way?

**A:** Take one free electron per atom in an fcc lattice, with a spherical Fermi surface of radius \(k_F\). An electron absorbs a phonon \(\mathbf q\) from the first Brillouin zone and goes from \(\mathbf k\) to \(\mathbf k'\), both on the sphere:

\[
\mathbf k'=\mathbf k+\mathbf Q,\qquad \mathbf Q=\mathbf q+\mathbf G .
\]

Here \(\mathbf G\) is a reciprocal lattice vector, zero for a normal event. The velocity is \(\hbar\mathbf k/m\), so it changes by \(\hbar\mathbf Q/m\), not by \(\hbar\mathbf q/m\). The lattice as a whole takes up \(-\hbar\mathbf G\).

To find the direction of the push, square \(\mathbf G=\mathbf Q-\mathbf q\):

\[
G^2=Q^2+q^2-2\,\mathbf q\cdot\mathbf Q
\quad\Rightarrow\quad
\mathbf q\cdot\mathbf Q=\tfrac12\left(q^2+Q^2-G^2\right).
\]

Two points on the sphere are at most \(2k_F\) apart, so \(Q\le 2k_F\). The shortest nonzero \(\mathbf G\) has length \(G_{111}=2\pi\sqrt3/a\), where \(a\) is the cubic lattice constant. Every umklapp event therefore has \(\mathbf q\cdot\mathbf Q<0\) if

\[
q^2<G_{111}^2-4k_F^2 .
\]

Such an event throws the electron backwards. For larger \(q\) some umklapp pushes are forward. There is also a threshold: \(Q\ge G-q\) together with \(Q\le2k_F\) requires \(q\ge G_{111}-2k_F\).

For \(a=0.36\) nm, \(2k_F=27.28\) nm⁻¹ and \(G_{111}=30.23\) nm⁻¹. Umklapp starts at \(q=2.95\) nm⁻¹, and all its pushes are backward below 13.0 nm⁻¹. The farthest corner of the zone lies at 19.5 nm⁻¹.

**Q:** A backward push is possible, then. But normal events also occur. What decides the balance?

**A:** The rates decide, so we need the rate at which a phonon is lost to electrons through each \(\mathbf G\). Let \(f\) and \(f'\) be the equilibrium occupations of \(\mathbf k\) and \(\mathbf k'\), with \(E'=E+\hbar\omega\), and let \(N\) be the phonon occupation. Absorption minus emission is proportional to

\[
f(1-f')N-f'(1-f)(N+1)=(f-f')N-f'(1-f).
\]

For Fermi functions \(f(1-f')=e^{\hbar\omega/k_BT}f'(1-f)\). Subtracting \(f'(1-f)\) from both sides gives

\[
f-f'=f'(1-f)\left(e^{\hbar\omega/k_BT}-1\right)=f'(1-f)/N_0 ,
\]

where \(N_0\) is the Bose function. The net absorption is thus proportional to \((f-f')(N-N_0)\), and electrons in equilibrium relax \(N\) towards \(N_0\).

Now the coupling. A displaced ion changes the potential by minus the displacement times the potential gradient, and the gradient brings a factor \(Q\) along the polarization \(\mathbf e_q\). The squared vibration amplitude per phonon is \(\hbar/(2\rho\mathcal V\omega)\), for mass density \(\rho\) and volume \(\mathcal V\), so

\[
|M|^2=\frac{\hbar(\mathbf Q\cdot\mathbf e_q)^2U(Q)^2}{2\rho\mathcal V\omega},
\qquad U(Q)=-\frac{2E_F/3}{1+Q^2/k_{TF}^2}.
\]

\(U\) is the ion density times the Fourier transform of a point ion's potential, in Thomas-Fermi screening with \(k_{TF}^2=4k_F/(\pi a_0)\) and \(a_0\) the Bohr radius. Its value at \(Q=0\) is minus the electron density over the density of states \(3n/(2E_F)\).

The golden rule, with a factor 2 for spin, reads

\[
R_G=\frac{4\pi}{\hbar}|M|^2\sum_{\mathbf k}(f-f')\,\delta(E'-E-\hbar\omega).
\]

Let \(\mu\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf Q\). Then \(E'-E=\hbar^2(2kQ\mu+Q^2)/2m\), and the integral of the delta function over \(\mu\) is \(m/(\hbar^2kQ)\), provided its root lies in \([-1,1]\). Neglecting the phonon energy beside \(E_F\), this means \(Q<2k_F\). With \(k\,dk=m\,dE/\hbar^2\),

\[
\sum_{\mathbf k}(\dots)=\frac{\mathcal V}{(2\pi)^3}\,\frac{2\pi m^2}{\hbar^4Q}\int dE\,[f(E)-f(E+\hbar\omega)]
=\frac{\mathcal V m^2\omega}{4\pi^2\hbar^3Q},
\]

since the energy integral equals \(\hbar\omega\). Multiplication gives

\[
R_G=\frac{m^2U(Q)^2(\mathbf Q\cdot\mathbf e_q)^2}{2\pi\rho\hbar^3Q}\quad(Q<2k_F),\qquad R_G=0\ \text{otherwise}.
\]

In a normal event \(\mathbf Q=\mathbf q\), and a transverse phonon has \(\mathbf q\cdot\mathbf e_q=0\). In this model transverse phonons therefore couple to electrons through umklapp alone.

**Q:** Could you follow one phonon through these formulas?

**A:** Take \(q=5.0\) nm⁻¹ along [110] and \(\mathbf G=-(2\pi/a)(1,1,1)\). The component of \(\mathbf G\) along \(\mathbf q\) is \(-30.23\sqrt{2/3}=-24.68\) nm⁻¹, so that of \(\mathbf Q\) is \(5.00-24.68=-19.68\) nm⁻¹. The length of \(\mathbf Q\) is 26.31 nm⁻¹, just inside \(2k_F\). Along \(\mathbf q\), a normal event changes the electron velocity by +579 km/s and the umklapp event by −2279 km/s.

A second \(\mathbf G\), with the sign of its third component reversed, does the same. With \(k_{TF}=18.12\) nm⁻¹, the longitudinal umklapp rate relative to the normal one is

\[
2\cdot\frac{19.68^2/26.31}{5.00}\left(\frac{1+5.00^2/18.12^2}{1+26.31^2/18.12^2}\right)^2\approx0.71 ,
\]

in accord with the computed 21.6 and 30.6 ns⁻¹. The ion potential \(U\) is weaker at large \(Q\), but the umklapp push is about four times larger. The mean push per longitudinal phonon absorbed, in units of \(\hbar q\), is

\[
\frac{30.6\,(5.00)+21.6\,(-19.68)}{(30.6+21.6)(5.00)}\approx-1.04 .
\]

For a transverse phonon of the same \(\mathbf q\) the normal rate is zero, the umklapp rate is 8.5 ns⁻¹ and the mean push is −3.94. These are averages over the two transverse polarizations, and I use such averages throughout. The actual coupling is unequal: here the mode polarized along [001] loses 17.0 ns⁻¹ to electrons and the other loses nothing. Treating the polarizations separately would lower the peak thermopower found below by about 0.2 µV/K and the value at 10 K by about a third, and would raise the temperature of the sign change by about 0.4 K.

**Q:** How do such pushes add up to a thermopower?

**A:** First find how far the gradient drives the phonons from equilibrium. In the steady state, drift along the gradient balances relaxation, \(\mathbf v_q\cdot\nabla N_0=-(N-N_0)/\tau_p\), so

\[
N-N_0=-\tau_p(\mathbf v_q\cdot\nabla T)\frac{\partial N_0}{\partial T},
\qquad \frac1{\tau_p}=\sum_GR_G+B\omega^2T .
\]

The last term is a simple model of loss to other phonons. Each net absorption gives the electrons \(\hbar\mathbf Q\), so the force per volume on them is

\[
\mathbf F=\sum_{\text{modes}}\int\!\frac{d^3q}{(2\pi)^3}(N-N_0)\sum_GR_G\hbar(\mathbf q+\mathbf G).
\]

The electrons also feel the field and lose momentum to impurities and equilibrium phonons. With a constant relaxation time \(\tau\), their momentum density \(\mathbf P\) obeys

\[
0=-ne\mathbf E+\mathbf F-\mathbf P/\tau .
\]

The current is \(-e\mathbf P/m\), so zero current means \(\mathbf P=0\) and \(ne\mathbf E=\mathbf F\). Cubic symmetry replaces the average of \(v_iQ_j\) by \(\delta_{ij}\,\mathbf v\cdot\mathbf Q/3\). Inserting \(N-N_0\) and dividing by \(\nabla T\),

\[
S=-\frac1{3ne}\sum_{\text{modes}}\int\!\frac{d^3q}{(2\pi)^3}\,
\frac{\partial N_0}{\partial T}\,\tau_p\,\mathbf v_q\cdot\sum_GR_G\hbar(\mathbf q+\mathbf G).
\]

This is linear response. It takes the electron distribution at zero current as the equilibrium one when computing phonon loss, and it leaves out diffusion thermopower.

Your expectation is the limit without umklapp. Suppose a longitudinal branch loses its phonons to electrons alone, so that \(\tau_pR_0=1\). With linear dispersion \(\mathbf v_q\cdot\hbar\mathbf q=\hbar\omega\), and the integral becomes the heat capacity \(C\) of the branch per volume:

\[
S=-\frac{C}{3ne}<0 .
\]

With umklapp, each phonon's contribution is multiplied by its mean push in units of \(\hbar q\) and by the share of its loss that goes to electrons. Where the mean push is negative, the contribution to \(S\) is positive.

**Q:** I measure voltages, but I could also pass a current and measure the heat it carries. Would I see the reversal there?

**A:** Yes, and it is a useful second derivation. Let the electrons drift with velocity \(\mathbf u\) at uniform temperature, so their occupation depends on \(E-\hbar\mathbf k\cdot\mathbf u\). Since \(\mathbf k'-\mathbf k=\mathbf Q\), the ratio \(f(1-f')/[f'(1-f)]\) becomes \(\exp[\hbar(\omega-\mathbf Q\cdot\mathbf u)/k_BT]\). Through each \(\mathbf G\), electrons now pull the phonons towards \(N_0(\omega-\mathbf Q\cdot\mathbf u)\). Because \(N_0\) depends on \(\omega/T\), \(\partial N_0/\partial\omega=-(T/\omega)\,\partial N_0/\partial T\), and to first order in \(\mathbf u\)

\[
N-N_0=\tau_p\frac T\omega\frac{\partial N_0}{\partial T}\sum_GR_G\,\mathbf Q\cdot\mathbf u .
\]

Multiplying by \(\hbar\omega\mathbf v_q\), integrating and using cubic symmetry gives the heat current

\[
\mathbf J=\frac{T\mathbf u}{3}\sum_{\text{modes}}\int\!\frac{d^3q}{(2\pi)^3}\frac{\partial N_0}{\partial T}\tau_p\,\mathbf v_q\cdot\sum_GR_G\hbar\mathbf Q .
\]

The electric current is \(-ne\mathbf u\), so the Peltier coefficient is \(\Pi=TS\), as Kelvin's relation demands. When umklapp dominates, drifting electrons send phonon heat backwards.

I tested this at 60 K, for the model metal described next, by computing the heat current from the shifted Bose functions on a separate grid. It gave 4.25 µV/K, against 4.26 µV/K from the force formula.

**Q:** What does the full integral give for something like copper?

**A:** I used round values in copper's rough regime: \(a=0.36\) nm, ion mass 64 u, sound speeds of 5.0 km/s (longitudinal) and 2.5 km/s (transverse), and \(B=2\times10^{-18}\) s/K. The electron density is 85.7 nm⁻³ and \(E_F=7.09\) eV. The integral runs over the true fcc zone. Drag thermopowers in µV/K are:

| T (K) | normal | umklapp | total |
|---|---|---|---|
| 5 | −0.0010 | 0.0003 | −0.0007 |
| 10 | −0.007 | 0.061 | 0.054 |
| 40 | −0.19 | 3.33 | 3.14 |
| 100 | −0.57 | 4.89 | 4.32 |
| 300 | −0.50 | 2.57 | 2.07 |

The total changes sign at 6.1 K and peaks at 78 K with \(S=+4.5\) µV/K, or \(4.5\times10^{-6}\) V/K. The sharp cutoff at \(Q=2k_F\) makes the integral converge slowly at low temperature. The tabulated totals lie slightly below the converged ones, which are 0.057 µV/K at 10 K, 3.16 at 40 K and 4.33 at 100 K, with the sign change at 6.0 K; the shift is about 0.003 µV/K at 10 K and less than 1% from 40 K up. With umklapp removed from both the force and the phonon loss, the value at 78 K is −0.51 µV/K. In this model umklapp is therefore what makes the peak positive.

**Q:** Why is there a peak, and why does the sign change on cooling?

**A:** At low temperature long-wave phonons dominate. For small \(q\), \(R_0\) is proportional to \(q\), while \(B\omega^2T\) falls as \(q^2T\). Longitudinal phonons then lose their momentum mainly to electrons, and normal drag follows the heat capacity as \(T^3\). Umklapp needs phonons above the threshold, whose energies divided by \(k_B\) are 56 K (transverse) and 113 K (longitudinal). Their numbers fall exponentially on cooling, so the negative normal part wins in the end.

At high temperature \(\partial N_0/\partial T\) saturates at \(k_B/\hbar\omega\), while loss to other phonons grows as \(T\). Where that loss dominates, \(\tau_p\) and the drag fall as \(1/T\). The umklapp part drops from 3.51 µV/K at 200 K to 2.57 µV/K at 300 K, a factor of 0.73 against 0.67 for a pure \(1/T\) law. The peak lies between freeze-out and this decay.

Our sample phonon shows the competition at 78 K. In its transverse form, with the rate averaged over polarizations, it loses 8.5 ns⁻¹ to electrons and 24.5 ns⁻¹ to other phonons, so electrons receive a share of \(8.5/33.0\approx0.26\). The mean push per phonon lost is \(0.26\times(-3.94)\approx-1.0\) in units of \(\hbar q\).

**Q:** Which phonons carry the positive peak?

**A:** Mostly the transverse ones. At 78 K they contribute +4.32 µV/K, all from umklapp. Longitudinal phonons contribute −0.48 µV/K from normal events and +0.65 µV/K from umklapp, which leaves only +0.17 µV/K. The transverse modes have no normal part to overcome, and there are two of them, but their low speed matters most. At a given \(q\) it makes \(B\omega^2T\) four times smaller and leaves more phonons thermally excited. With the transverse speed raised to 5.0 km/s, their contribution would fall to about 0.5 µV/K.

**Q:** Copper's Fermi surface is not a sphere. It has necks that touch the zone faces. Does the argument survive?

**A:** The backward push survives, though the rates need a new calculation. Near a {111} face, mix the two plane waves coupled by \(G=G_{111}\), with half-gap \(V\). Let \(\kappa\) be the distance from the face along its normal, and \(E_L=\hbar^2G^2/8m\) the free-electron energy at the face centre. On the normal through that centre, the lower band is

\[
E=E_L+\frac{\hbar^2\kappa^2}{2m}-\sqrt{V^2+\left(\frac{\hbar^2G\kappa}{2m}\right)^2}.
\]

For small \(\kappa\) the root is \(V+(\hbar^2G\kappa/2m)^2/2V\). Since \((\hbar^2G/2m)^2=4E_L\hbar^2/2m\),

\[
E\approx E_L-V+\frac{\hbar^2\kappa^2}{2m}\left(1-\frac{2E_L}{V}\right).
\]

The bracket is the inverse mass along the normal, in units of \(1/m\). Here \(E_L=8.70\) eV, so with \(E_F\) held at 7.09 eV a neck opens for \(V>1.61\) eV. For \(V=2.0\) eV the bracket is \(1-17.4/2.0=-7.7\). Motion parallel to the face only adds its free-electron kinetic energy in this two-wave model, so electrons at the Fermi energy have the same inverse mass along the normal where the neck meets the face. A small \(q\) along the normal then changes their velocity by \(-7.7\,\hbar q/m\). The effect weakens for larger \(q\) but stays backward: a phonon of 4 nm⁻¹ that takes the electron from \(\kappa=-q/2\) to \(\kappa=q/2\) changes its velocity by \(-4.7\,\hbar q/m\). The zone boundary merely decides whether we call the event normal or umklapp; the velocity change does not depend on that label.

Since \(q\) can be small at a neck, the sphere's threshold of 2.95 nm⁻¹ no longer holds there. It is not safe even without a neck: the model's own potential gives \(V=|U(G_{111})|=1.25\) eV, which at fixed \(E_F\) bulges the surface enough to lower the threshold to about 1.9 nm⁻¹ and mixes 17% of the second wave into the states nearest the face, an effect the single-plane-wave rates leave out. The model's sign change at 6.1 K should therefore not be carried over to copper.

**Q:** How close is your peak to the real one, and what could spoil it?

**A:** Pure copper's peak is roughly 1 µV/K high at some tens of kelvin, so the sign and the temperature range are right and the height is several times too large. The height depends strongly on the ion potential and on \(B\), both of which the model treats crudely. With the temperature held at 78 K, each change made alone moves the 4.5 µV/K as follows:

- Halving the potential \(U\) in umklapp events gives 0.9 µV/K.
- Tripling \(B\) gives 1.7 µV/K.
- Bending the isotropic dispersion so that the group velocity vanishes at the zone corner gives 4.5 µV/K, almost no change. This bend is mild and does not show that the phonon model is unimportant: a nearest-neighbour fcc lattice, with anisotropic speeds and mixed polarizations, gives 7.8 µV/K for a transverse speed of 2.5 km/s along [100] and 5.7 µV/K for 2.9 km/s.

The constant \(\tau\) is another weak point. If electron lifetimes vary over the Fermi surface, the velocity change \(\mathbf v'-\mathbf v\) must be replaced by the change in \(\tau\mathbf v\), and short lifetimes near the necks would weaken the umklapp part. At 78 K that part is 10.4 times the normal one. With the phonon distribution and the normal part held fixed, it could shrink by that factor before the drag lost its positive sign.

Diffusion adds to what you measure. Mott's formula is \(S_d=-(\pi^2k_B^2T/3e)\,d\ln\sigma/dE\) at \(E_F\). With constant \(\tau\) the conductivity \(\sigma\) varies as \(E^{3/2}\), so \(S_d=-\pi^2k_B^2T/(2eE_F)\), which is −0.40 µV/K at 78 K. In real copper the diffusion part is positive, which constant \(\tau\) on a free-electron sphere cannot give. That sign comes from the energy dependence of the conductivity and is a separate question from drag. Since the model makes the drag peak several times too high, its 2.1 µV/K of drag at 300 K should not be taken as the origin of copper's positive thermopower at room temperature.

Umklapp does not guarantee a positive drag in every metal. The backward pushes must be frequent enough, and the phonons that cause them must live long enough, to outweigh the normal ones. The numerical output below gives the remaining temperatures and rates.

## Values computed for the example and the checks

```
lattice constant 0.36 nm; ion mass 64 u
sound speeds L, T: 5.0, 2.5 km/s; B = 2.0e-18 s/K
electron density 85.73 nm^-3; mass density 9111 kg/m^3
kF 13.64 /nm; 2kF 27.28 /nm; G111 30.23 /nm
Fermi energy 7.09 eV; screening wavevector 18.12 /nm
smallest umklapp q 2.95 /nm
all umklapp pushes backward below q = 13.02 /nm
farthest zone corner 19.51 /nm
phonon energy/kB at umklapp onset, L: 112.6 K
phonon energy/kB at umklapp onset, T: 56.3 K
sample phonon along [110]: q = 5.0 /nm
  its umklapp |Q| 26.31 /nm; Q along q -19.68 /nm
  electron velocity change along q, normal: 579 km/s
  electron velocity change along q, umklapp: -2279 km/s
  L loss rates normal, umklapp: 30.60, 21.61 /ns
  L phonon-phonon loss at peak T: 97.88 /ns
  L mean push along q, in units of hbar q: -1.04
  T loss rates normal, umklapp: 0.00, 8.49 /ns
  T phonon-phonon loss at peak T: 24.47 /ns
  T mean push along q, in units of hbar q: -3.94
drag S: T (K), normal, umklapp, total (uV/K)
    5   -0.0010    0.0003   -0.0007
   10   -0.0073    0.0613    0.0540
   20   -0.0448    0.9169    0.8720
   40   -0.1876    3.3264    3.1388
   60   -0.3510    4.6117    4.2607
  100   -0.5741    4.8946    4.3204
  200   -0.6135    3.5120    2.8984
  300   -0.4995    2.5671    2.0677
sign change at 6.1 K
positive peak at 78 K: S = 4.49 uV/K
  L modes: normal -0.475, umklapp 0.647 uV/K
  T modes: normal -0.000, umklapp 4.316 uV/K
  umklapp/normal size ratio 10.4
  umklapp switched off: -0.511 uV/K
Kelvin check at 60 K: direct 4.261, Peltier 4.253 uV/K
neglected effects, sized at the peak temperature:
  bent dispersion: S = 4.51 uV/K
  umklapp potential halved: S = 0.92 uV/K
  phonon-phonon loss tripled: S = 1.71 uV/K
  constant-tau diffusion thermopower: -0.40 uV/K
  kT/EF 9.5e-04; largest L phonon energy/EF 9.1e-03
  face-centre free energy 8.70 eV; neck needs half-gap > 1.61 eV
  half-gap 2.0 eV: m/m* normal to face = -7.70
```
